# Thomas-Fermi Screening Places the Image Plane One Screening Length Inside: a program that tests the result

```python
# Result under test: a charge q outside a sharp-edged, linear Thomas-Fermi metal
# (metal z<0, vacuum z>0, charge at z=d) has at long distance the image energy
# -q^2/(4(d+lam)), so the image plane is at z=-lam, inside the metal.
# lam: screening length; Q: wave number along the surface;
# R(Q*lam): reflection factor of the induced potential. Atomic units, q=1.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import j0, eval_legendre

BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
HARTREE = sc.physical_constants["Hartree energy in eV"][0]


def reflection(x):
    kappa = np.sqrt(1 + x * x)
    return (kappa - x) / (kappa + x)


def binding(d, lam):
    """Magnitude of the image energy from the reflection factor."""
    val = quad(lambda t: reflection(t * lam / (2 * d)) * np.exp(-t),
               0, 60, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    return val / (4 * d)


def surface_potential(d, lam):
    """Total potential on the surface right below the charge."""
    val = quad(lambda t: (1 - reflection(t * lam / d)) * np.exp(-t),
               0, 60, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
    return val / d


def reflection_from_coulomb(Q, depth=12.0, cells=700):
    """Solve rho = -phi/(4 pi) in the metal (lam=1) with phi from Coulomb's
    law alone; no matching conditions are used."""
    h = depth / cells
    z = -(np.arange(cells) + 0.5) * h
    kernel = 2 * np.pi / Q * np.exp(-Q * np.abs(z[:, None] - z[None, :]))
    phi_ext = 2 * np.pi / Q * np.exp(Q * z)
    rho = np.linalg.solve(np.eye(cells) + h * kernel / (4 * np.pi),
                          -phi_ext / (4 * np.pi))
    return -h * np.sum(np.exp(Q * z) * rho)


def effective_thickness(z, h, response):
    """Thickness of the ideal conductor with the same induced dipole.
    response: matrix taking potential energy to electron density change."""
    kernel = -2 * np.pi * np.abs(z[:, None] - z[None, :]) * h
    dn = np.linalg.solve(np.eye(len(z)) - response @ kernel, response @ z)
    return -4 * np.pi * h * np.sum(z * dn)


# --- reflection factor against the Coulomb integral equation
worst_R = 0.0
for Q in (0.05, 0.3, 1.0, 2.5):
    worst_R = max(worst_R, abs(reflection_from_coulomb(Q) - reflection(Q)))
assert worst_R < 3e-4  # midpoint rule, second order in the cell size
for x in (0.1, 1.0, 4.0):
    assert abs(reflection(x) - np.exp(-2 * np.arcsinh(x))) < 1e-12

# --- energy and image plane from the integral equation, d = 5 lam
d_test = 5.0
nodes, weights = np.polynomial.laguerre.laggauss(10)
direct = sum(w * reflection_from_coulomb(t / (2 * d_test))
             for t, w in zip(nodes, weights)) / (4 * d_test)
plane_direct = d_test - 1 / (4 * direct)
plane_series = -1 + 1 / (4 * (d_test + 1) ** 2)
assert abs(plane_direct - plane_series) < 1.5e-3

# --- first departure from a pure shift is cubic
x = sp.symbols("x", positive=True)
R_sym = (sp.sqrt(1 + x**2) - x) / (sp.sqrt(1 + x**2) + x)
gap = sp.series(R_sym - sp.exp(-2 * x), x, 0, 4).removeO()
assert sp.simplify(gap - x**3 / 3) == 0

# --- two-sided bound at all distances, and the asymptotic correction
for d in (0.2, 0.5, 1.0, 3.0, 10.0, 50.0):
    excess = binding(d, 1.0) - 1 / (4 * (d + 1))
    assert 0 < excess < 1 / (16 * d**4)
excess_20 = binding(20.0, 1.0) - 1 / (4 * 21.0)
assert abs(excess_20 * 16 * 21.0**4 - 1) < 0.03

# --- induced potential away from the axis
rho_off, z_off, d_off = 20.0, 15.0, 15.0
phi_ind = -quad(lambda Q: reflection(Q) * j0(Q * rho_off)
                * np.exp(-Q * (z_off + d_off)), 0, 2,
                epsabs=1e-13, epsrel=1e-12, limit=400)[0]
height = z_off + d_off + 2
r_img = np.hypot(rho_off, height)
residual = phi_ind + 1 / r_img
octupole = -2 * eval_legendre(3, height / r_img) / r_img**4
assert abs(residual / octupole - 1) < 0.03

# --- surface potential at long distance
assert abs(surface_potential(50.0, 1.0) / (2 / 50**2 * (1 - 2 / 50)) - 1) < 0.01

# --- uniform field on a Thomas-Fermi slab: one lam lost at each face
slab_L, slab_cells = 12.0, 600
h_slab = slab_L / slab_cells
z_slab = (np.arange(slab_cells) - (slab_cells - 1) / 2) * h_slab
D_slab = effective_thickness(z_slab, h_slab,
                             -np.eye(slab_cells) / (4 * np.pi))
assert abs(D_slab - (slab_L - 2 * np.tanh(slab_L / 2))) < 2e-3

# --- electron gas of the example
r_s = 2.0
n0 = 3 / (4 * np.pi * r_s**3)
k_F = (3 * np.pi**2 * n0) ** (1 / 3)
E_F = k_F**2 / 2
lam = np.sqrt(np.pi / (4 * k_F))


def gas_density(mu):
    """Count states: two spins, integral over the Fermi sphere."""
    return quad(lambda k: k * k / np.pi**2, 0, np.sqrt(2 * mu))[0]


dmu = 1e-4
dn_dmu = (gas_density(E_F + dmu) - gas_density(E_F - dmu)) / (2 * dmu)
assert abs(4 * np.pi * dn_dmu * lam**2 - 1) < 1e-6

# --- neglected spill-out: electrons in a step well, random-phase response
work_eV = 4.0
barrier = E_F + work_eV / HARTREE
h_well = np.pi / k_F / 24


def quantum_plane(well_cells, pad=75):
    """Image plane measured outward from the positive background edge."""
    n = well_cells + 2 * pad
    z = (np.arange(n) - (n - 1) / 2) * h_well
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = sign * np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic /= 2 * h_well**2
    pot = np.full(n, barrier)
    pot[pad:pad + well_cells] = 0.0
    e, c = np.linalg.eigh(kinetic + np.diag(pot))
    response = np.zeros((n, n))
    electrons = 0.0
    for i in np.flatnonzero(e < E_F):
        filling = (E_F - e[i]) / np.pi  # electrons per area in this subband
        electrons += filling
        gaps = e[i] - e
        gaps[i] = 1.0
        w = 2 * filling / gaps
        w[i] = 0.0
        response += np.outer(c[:, i], c[:, i]) * ((c * w) @ c.T) / h_well
    background = electrons / n0
    return (effective_thickness(z, h_well, response) - background) / 2


shifts = (0, 6, 12, 18)  # well widths spread over half a Fermi wavelength
thin = np.array([quantum_plane(144 + s) for s in shifts])
thick = np.array([quantum_plane(216 + s) for s in shifts])
assert abs(thin.mean() - thick.mean()) < 0.15  # finite-width remainder, bohr
assert thick.mean() > -lam  # spill-out moves the plane outward

# --- printed numbers
print("TESTS (lengths in units of the screening length)")
print(f"largest error of R, integral equation vs formula: {worst_R:.1e}")
print(f"image plane at d=5, from Coulomb's law: {plane_direct:.4f}")
print(f"image plane at d=5, asymptotic formula: {plane_series:.4f}")
print(f"off-axis residual / octupole formula: {residual / octupole:.4f}")
print(f"slab of thickness {slab_L:.0f}: effective thickness {D_slab:.4f}")
print("EXAMPLE: electron gas")
print(f"density parameter r_s: {r_s * BOHR:.4f} angstrom ({r_s:.1f} bohr)")
print(f"electron density: {n0 / BOHR**3:.4f} per cubic angstrom")
print(f"Fermi wave number: {k_F / BOHR:.4f} per angstrom")
print(f"Fermi energy: {E_F * HARTREE:.3f} eV")
print(f"screening length: {lam * BOHR:.4f} angstrom ({lam:.4f} bohr)")
print("image energies in eV, lengths in angstrom")
print("   d   full model  unshifted  shifted   plane   plane(asympt.)")
for d_A in (3.0, 5.0, 10.0, 20.0):
    d = d_A / BOHR
    u = binding(d, lam)
    plane = (d - 1 / (4 * u)) * BOHR
    asym = (-lam + lam**3 / (4 * (d + lam) ** 2)) * BOHR
    print(f"{d_A:5.1f}  {-u * HARTREE:9.5f}  {-HARTREE / (4 * d):9.5f} "
          f"{-HARTREE / (4 * (d + lam)):9.5f}  {plane:8.5f}  {asym:8.5f}")
print("NEGLECTED EFFECTS")
print(f"work function assumed for the step well: {work_eV:.1f} eV")
print(f"quantum image plane, thick wells: {thick.mean() * BOHR:+.3f} angstrom")
print(f"quantum image plane, thin wells: {thin.mean() * BOHR:+.3f} angstrom")
print(f"range over thick well widths: {thick.min() * BOHR:+.3f} to "
      f"{thick.max() * BOHR:+.3f} angstrom")
print(f"outward move from Thomas-Fermi plane: "
      f"{(thick.mean() + lam) * BOHR:.3f} angstrom")
for d_A in (3.0, 5.0):
    phi0 = surface_potential(d_A / BOHR, lam)
    print(f"surface potential energy, d={d_A:.0f} angstrom: "
          f"{phi0 * HARTREE:.3f} eV; over Fermi energy: {phi0 / E_F:.4f}")
print(f"Fermi wave number times screening length: {k_F * lam:.3f}")
kT = sc.k * 300 / sc.e
print(f"thermal energy at 300 K / Fermi energy: {kT / (E_F * HARTREE):.5f}")
print("verified")
```

Running it gives:

```
TESTS (lengths in units of the screening length)
largest error of R, integral equation vs formula: 1.5e-05
image plane at d=5, from Coulomb's law: -0.9934
image plane at d=5, asymptotic formula: -0.9931
off-axis residual / octupole formula: 1.0066
slab of thickness 12: effective thickness 9.9999
EXAMPLE: electron gas
density parameter r_s: 1.0584 angstrom (2.0 bohr)
electron density: 0.2014 per cubic angstrom
Fermi wave number: 1.8133 per angstrom
Fermi energy: 12.528 eV
screening length: 0.4787 angstrom (0.9047 bohr)
image energies in eV, lengths in angstrom
   d   full model  unshifted  shifted   plane   plane(asympt.)
  3.0   -1.03548   -1.19997  -1.03483  -0.47656  -0.47648
  5.0   -0.65718   -0.71998  -0.65707  -0.47785  -0.47783
 10.0   -0.34355   -0.35999  -0.34354  -0.47850  -0.47850
 20.0   -0.17579   -0.18000  -0.17579  -0.47868  -0.47868
NEGLECTED EFFECTS
work function assumed for the step well: 4.0 eV
quantum image plane, thick wells: -0.043 angstrom
quantum image plane, thin wells: -0.043 angstrom
range over thick well widths: -0.048 to -0.038 angstrom
outward move from Thomas-Fermi plane: 0.436 angstrom
surface potential energy, d=3 angstrom: 1.149 eV; over Fermi energy: 0.0917
surface potential energy, d=5 angstrom: 0.460 eV; over Fermi energy: 0.0368
Fermi wave number times screening length: 0.868
thermal energy at 300 K / Fermi energy: 0.00206
verified
```
